**ROHF in UHF space: a slope, not necessarily an instability**

For a high-spin ROHF determinant, rotating closed orbital i into virtual orbital a by +x for alpha and -x for beta changes the UHF energy with slope -2K_ai, where K_ai = sum_t (at|ti) and t runs over the open orbitals. For planar methyl in 6-31G, the program asserts this element by element, comparing finite differences of the energy with exchange integrals, and asserts that the remaining UHF slopes vanish within tolerance. It also asserts the Hessian formula along random directions, the spin-S weight S/(S+1) of the spin-polarized state for S = 0, 1/2 and 1, and the second-order law for spin contamination. The output shows a positive definite Hessian at the methyl ROHF determinant together with a lowering of 3.195 millihartree, against a quadratic estimate of 3.200. Lithium has K = 0 and no lowering in STO-3G, but a nonzero K and a small lowering in 6-31G. Stretched H2 shows the contrasting case: zero slope, a negative Hessian eigenvalue, and a UHF iteration that stays at the RHF energy unless its start is spin-polarized.

## Numerical verification

```python
"""
Result under test: a high-spin ROHF determinant is in general NOT stationary in
UHF space. Turning closed orbital i into virtual a by +x for alpha and -x for
beta changes the energy with slope  dE/dx = -2 K_ai,  K_ai = sum_t (at|ti),
where t runs over the open (singly occupied, alpha) orbitals. All other UHF
slopes vanish. Only if K = 0 does the Hessian decide local stability.
Symbols: Ca, Cb = alpha and beta orbital coefficients, occupied columns first;
na, nb = numbers of alpha and beta electrons; rotations are C exp(kappa).
Hartree atomic units unless a label says otherwise.
"""
import numpy as np
from scipy.linalg import expm
from scipy.constants import physical_constants
from pyscf import gto, scf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


class System:
    """Integrals, ROHF solution and UHF energy surface of one molecule."""

    def __init__(self, atom, basis, n_open, unit):
        self.mol = gto.M(atom=atom, basis=basis, spin=n_open, unit=unit, verbose=0)
        self.na, self.nb = self.mol.nelec
        self.n_open = n_open
        self.h = self.mol.intor("int1e_kin") + self.mol.intor("int1e_nuc")
        self.s = self.mol.intor("int1e_ovlp")
        self.eri = self.mol.intor("int2e")
        self.n = len(self.h)
        n2 = self.n ** 2
        self.coul = self.eri.reshape(n2, n2)
        self.exch = self.eri.transpose(0, 2, 1, 3).reshape(n2, n2).copy()
        mf = self.run(scf.ROHF(self.mol), None)
        order = np.argsort(-np.asarray(mf.mo_occ), kind="stable")
        self.C = np.asarray(mf.mo_coeff)[:, order]
        self.e_rohf = mf.e_tot

    def run(self, mf, dm):
        mf.chkfile = None
        mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-11, 1e-7, 200
        mf.kernel(dm0=dm)
        assert mf.converged
        return mf

    def densities(self, Ca, Cb):
        A, B = Ca[:, :self.na], Cb[:, :self.nb]
        return A @ A.T, B @ B.T

    def uhf(self, Ca, Cb):
        """UHF iteration started from the determinant (Ca, Cb)."""
        mf = self.run(scf.UHF(self.mol), np.array(self.densities(Ca, Cb)))
        out = [np.asarray(mf.mo_coeff[k])[:, np.argsort(-mf.mo_occ[k], kind="stable")]
               for k in (0, 1)]
        return mf.e_tot, out[0], out[1]

    def jmat(self, P):
        return (self.coul @ P.ravel()).reshape(self.n, self.n)

    def kmat(self, P):
        return (self.exch @ P.ravel()).reshape(self.n, self.n)

    def energy(self, Ca, Cb):
        Pa, Pb = self.densities(Ca, Cb)
        P = Pa + Pb
        two = np.sum(P * self.jmat(P)) - np.sum(Pa * self.kmat(Pa)) - np.sum(Pb * self.kmat(Pb))
        return np.sum(self.h * P) + 0.5 * two + self.mol.energy_nuc()

    def rotated(self, x):
        """Determinant reached from ROHF by the rotation vector x (alpha, then beta)."""
        cut = (self.n - self.na) * self.na
        result = []
        for part, nocc in ((x[:cut], self.na), (x[cut:], self.nb)):
            X = part.reshape(self.n - nocc, nocc)
            kappa = np.zeros((self.n, self.n))
            kappa[nocc:, :nocc] = X
            kappa[:nocc, nocc:] = -X.T
            result.append(self.C @ expm(kappa))
        return result

    def e_at(self, x):
        return self.energy(*self.rotated(x))

    def slope(self, u, d=1e-3):
        f = self.e_at
        return (8 * (f(d * u) - f(-d * u)) - f(2 * d * u) + f(-2 * d * u)) / (12 * d)

    def curvature(self, u, d=1e-2):
        f = self.e_at
        return (16 * (f(d * u) + f(-d * u)) - f(2 * d * u) - f(-2 * d * u)
                - 30 * f(0 * u)) / (12 * d * d)

    def vector(self, Xa, Xb):
        return np.concatenate([Xa.ravel(), Xb.ravel()])

    def zeros(self):
        return (np.zeros((self.n - self.na, self.na)), np.zeros((self.n - self.nb, self.nb)))

    def open_exchange(self):
        """K_ai = sum_t (at|ti), straight from the two-electron integrals."""
        clo, opn, vir = self.C[:, :self.nb], self.C[:, self.nb:self.na], self.C[:, self.na:]
        return np.einsum("pqrs,pa,qt,rt,si->ai", self.eri, vir, opn, opn, clo, optimize=True)

    def gradient_hessian(self, Ca, Cb):
        Pa, Pb = self.densities(Ca, Cb)
        J = self.jmat(Pa + Pb)
        grads, diag, occvir = [], [], []
        for C, P, no in ((Ca, Pa, self.na), (Cb, Pb, self.nb)):
            F = C.T @ (self.h + J - self.kmat(P)) @ C
            o, v = C[:, :no], C[:, no:]
            nv = self.n - no
            aibj = np.einsum("pqrs,pa,qi,rb,sj->aibj", self.eri, v, o, v, o, optimize=True)
            abij = np.einsum("pqrs,pa,qb,ri,sj->abij", self.eri, v, v, o, o, optimize=True)
            H = 2 * aibj - abij.transpose(0, 2, 1, 3) - aibj.transpose(0, 3, 2, 1)
            H = H + np.einsum("ij,ab->aibj", np.eye(no), F[no:, no:])
            H = H - np.einsum("ab,ij->aibj", np.eye(nv), F[:no, :no])
            grads.append(2 * F[no:, :no].ravel())
            diag.append(2 * H.reshape(nv * no, nv * no))
            occvir.append((o, v))
        (oa, va), (ob, vb) = occvir
        mixed = 4 * np.einsum("pqrs,pa,qi,rb,sj->aibj", self.eri, va, oa, vb, ob, optimize=True)
        mixed = mixed.reshape(len(grads[0]), len(grads[1]))
        return np.concatenate(grads), np.block([[diag[0], mixed], [mixed.T, diag[1]]])

    def contamination(self, Ca, Cb):
        """<S^2> minus S(S+1) of the high-spin state."""
        return self.nb - np.sum((Ca[:, :self.na].T @ self.s @ Cb[:, :self.nb]) ** 2)

    def spin_density(self, Ca, Cb):
        Pa, Pb = self.densities(Ca, Cb)
        phi = self.mol.eval_gto("GTOval", self.mol.atom_coords())
        return np.einsum("gp,pq,gq->g", phi, Pa - Pb, phi)


def same_spin_weight(n_open):
    """Weight of total spin S in the normalized spin-polarized state (Fock space)."""
    norb = n_open + 2
    nso = 2 * norb
    lower, parity = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.])
    ann = []
    for k in range(nso):
        M = np.eye(1)
        for q in range(nso):
            M = np.kron(M, parity if q < k else lower if q == k else np.eye(2))
        ann.append(M)
    up, dn = ann[0::2], ann[1::2]
    state = np.zeros(2 ** nso)
    state[0] = 1.0
    for op in up[:n_open + 1] + dn[:1]:
        state = op.T @ state
    state = up[-1].T @ (up[0] @ state) - dn[-1].T @ (dn[0] @ state)
    state /= np.linalg.norm(state)
    raise_spin = sum(u.T @ d for u, d in zip(up, dn))
    S = n_open / 2

    def s_squared(v):
        return raise_spin.T @ (raise_spin @ v) + S * (S + 1) * v

    low, high = S * (S + 1), (S + 1) * (S + 2)
    part = s_squared(state) - low * state
    assert np.linalg.norm(s_squared(part) - high * part) < 1e-10
    return (high - state @ s_squared(state)) / (high - low)


print("Spin-S weight of the spin-polarized state (dimensionless)")
for n_open in (0, 1, 2):
    S = n_open / 2
    weight = same_spin_weight(n_open)
    assert abs(weight - S / (S + 1)) < 1e-10
    print(f"  S = {S:.1f}: weight {abs(weight):.6f}")

# Planar methyl radical: all UHF slopes at the ROHF determinant
bond = 1.08
atoms = [("C", (0., 0., 0.))] + [
    ("H", (bond * np.cos(t), bond * np.sin(t), 0.)) for t in 2 * np.pi * np.arange(3) / 3]
ch3 = System(atoms, "6-31g", 1, "Angstrom")
K = ch3.open_exchange()
assert abs(ch3.e_at(ch3.vector(*ch3.zeros())) - ch3.e_rohf) < 1e-8
slope_error, other_slope = 0.0, 0.0
for a in range(ch3.n - ch3.na):
    for i in range(ch3.nb):
        Xa, Xb = ch3.zeros()
        Xa[a, i], Xb[a + ch3.n_open, i] = 1, -1
        slope_error = max(slope_error, abs(ch3.slope(ch3.vector(Xa, Xb)) + 2 * K[a, i]))
        Xb[a + ch3.n_open, i] = 1
        other_slope = max(other_slope, abs(ch3.slope(ch3.vector(Xa, Xb))))
    Xa, Xb = ch3.zeros()
    Xa[a, ch3.nb] = 1
    other_slope = max(other_slope, abs(ch3.slope(ch3.vector(Xa, Xb))))
for i in range(ch3.nb):
    Xa, Xb = ch3.zeros()
    Xb[0, i] = 1
    other_slope = max(other_slope, abs(ch3.slope(ch3.vector(Xa, Xb))))
assert slope_error < 1e-6 and other_slope < 1e-6
assert np.linalg.norm(K) > 1e-3

g, H = ch3.gradient_hessian(ch3.C, ch3.C)
gnorm = np.linalg.norm(g)
assert abs(gnorm - np.sqrt(2) * np.linalg.norm(K)) < 1e-6
rng = np.random.default_rng(4)
for _ in range(4):
    u = rng.normal(size=len(g))
    u /= np.linalg.norm(u)
    assert abs(ch3.curvature(u) - u @ H @ u) < 1e-4 * abs(u @ H @ u) + 1e-6
low_rohf = np.linalg.eigvalsh(H)[0]
assert low_rohf > 0

newton = -np.linalg.solve(H, g)
estimate = -0.5 * g @ newton
e_uhf, Ua, Ub = ch3.uhf(ch3.C, ch3.C)
lowering = ch3.e_rohf - e_uhf
g_uhf, H_uhf = ch3.gradient_hessian(Ua, Ub)
low_uhf = np.linalg.eigvalsh(H_uhf)[0]
assert lowering > 1e-4 and np.linalg.norm(g_uhf) < 1e-5 and low_uhf > 0
assert abs(estimate / lowering - 1) < 0.15  # cubic and higher terms are left out

# Second-order law for spin contamination, tested on a short step
cut = (ch3.n - ch3.na) * ch3.na
Na = newton[:cut].reshape(ch3.n - ch3.na, ch3.na)[:, :ch3.nb]
Nb = newton[cut:].reshape(ch3.n - ch3.nb, ch3.nb)[ch3.n_open:]
predicted_s2 = np.sum((Na - Nb) ** 2)
short = 0.05
assert abs(ch3.contamination(*ch3.rotated(short * newton)) / (short ** 2 * predicted_s2) - 1) < 0.02
uhf_s2 = ch3.contamination(Ua, Ub)

rho_rohf = ch3.spin_density(ch3.C, ch3.C)
rho_newton = ch3.spin_density(*ch3.rotated(newton))
rho_uhf = ch3.spin_density(Ua, Ub)
assert np.max(np.abs(rho_rohf)) < 1e-8
assert rho_uhf[0] > 0 > rho_uhf[1] and rho_newton[0] > 0 > rho_newton[1]

print(f"CH3, 6-31G, planar, C-H {bond:.2f} angstrom; {ch3.na} alpha, {ch3.nb} beta electrons")
print(f"  basis functions {ch3.n}, UHF rotation angles {len(g)}")
print(f"  ROHF energy {ch3.e_rohf:.8f} hartree")
print(f"  UHF energy {e_uhf:.8f} hartree")
print(f"  norm of K {np.linalg.norm(K):.6f} hartree")
print(f"  largest singular value of K {np.linalg.svd(K)[1][0]:.6f} hartree")
print(f"  UHF gradient norm at ROHF {gnorm:.6f} hartree/rad")
print(f"  largest error of slope = -2K: {slope_error:.1e} hartree/rad")
print(f"  largest of all other slopes: {other_slope:.1e} hartree/rad")
print(f"  lowest Hessian eigenvalue at ROHF {low_rohf:.6f} hartree/rad^2")
print(f"  lowest Hessian eigenvalue at UHF {low_uhf:.6f} hartree/rad^2")
print(f"  quadratic estimate of lowering {1e3 * estimate:.4f} millihartree")
print(f"  true ROHF-UHF lowering {1e3 * lowering:.4f} millihartree")
print(f"  true lowering converted {1e3 * lowering * HARTREE_EV:.2f} meV")
print(f"  estimate / true lowering {estimate / lowering:.4f}")
print(f"  <S^2> excess, second-order law at Newton step {predicted_s2:.6f}")
print(f"  <S^2> excess, UHF {uhf_s2:.6f}")
for label, rho in (("ROHF", rho_rohf), ("Newton step", rho_newton), ("UHF", rho_uhf)):
    print(f"  spin density, {label}: C {rho[0]:.5f}, H {rho[1]:.5f} bohr^-3")
downhill = -g / gnorm
base = ch3.e_at(0 * g)
changes = {}
for step in (-0.001, 0.001, 0.002):
    changes[step] = ch3.e_at(step * downhill) - base
    print(f"  downhill angle {step:+.3f} rad: energy change {1e6 * changes[step]:+.3f} microhartree")
assert changes[0.001] < 0 < changes[-0.001]

# Lithium: the same atom without and with an s-type virtual orbital
for basis in ("sto-3g", "6-31g"):
    li = System("Li 0 0 0", basis, 1, "Bohr")
    k_norm = np.linalg.norm(li.open_exchange())
    li_low = np.linalg.eigvalsh(li.gradient_hessian(li.C, li.C)[1])[0]
    li_drop = li.e_rohf - li.uhf(li.C, li.C)[0]
    assert li_low > 0
    if basis == "sto-3g":
        assert k_norm < 1e-7 and abs(li_drop) < 1e-9
    else:
        assert k_norm > 1e-4 and li_drop > 1e-8
    print(f"Li, {basis.upper()}: norm of K {k_norm:.6f} hartree")
    print(f"  lowest Hessian eigenvalue at ROHF {li_low:.6f} hartree/rad^2")
    print(f"  ROHF-UHF lowering {abs(1e6 * li_drop):.3f} microhartree")

# Stretched H2: zero slope, negative curvature
distance = 4.0
h2 = System([("H", (0, 0, 0)), ("H", (0, 0, distance))], "6-31g", 0, "Bohr")
g2, H2 = h2.gradient_hessian(h2.C, h2.C)
values, vectors = np.linalg.eigh(H2)
mode = vectors[:, 0]
e_stuck = h2.uhf(h2.C, h2.C)[0]
e_broken = h2.uhf(*h2.rotated(0.5 * mode))[0]
assert np.linalg.norm(g2) < 1e-6 and values[0] < 0
assert abs(e_stuck - h2.e_rohf) < 1e-8 and e_broken < h2.e_rohf - 1e-3
print(f"H2, 6-31G, distance {distance:.1f} bohr: RHF energy {h2.e_rohf:.8f} hartree")
print(f"  UHF gradient norm at RHF {np.linalg.norm(g2):.1e} hartree/rad")
print(f"  lowest Hessian eigenvalue at RHF {values[0]:.6f} hartree/rad^2")
print(f"  UHF energy from RHF density {e_stuck:.8f} hartree")
print(f"  UHF energy from polarized start {e_broken:.8f} hartree")
base2 = h2.e_at(0 * mode)
for step in (-0.01, 0.01):
    change = h2.e_at(step * mode) - base2
    assert abs(change / (0.5 * values[0] * step ** 2) - 1) < 0.02
    print(f"  unstable-mode angle {step:+.2f} rad: energy change {1e6 * change:+.3f} microhartree")

print("done: every assertion held")
```

Printed output:

```
Spin-S weight of the spin-polarized state (dimensionless)
  S = 0.0: weight 0.000000
  S = 0.5: weight 0.333333
  S = 1.0: weight 0.500000
CH3, 6-31G, planar, C-H 1.08 angstrom; 5 alpha, 4 beta electrons
  basis functions 15, UHF rotation angles 94
  ROHF energy -39.54331948 hartree
  UHF energy -39.54651409 hartree
  norm of K 0.068915 hartree
  largest singular value of K 0.065153 hartree
  UHF gradient norm at ROHF 0.097461 hartree/rad
  largest error of slope = -2K: 5.0e-12 hartree/rad
  largest of all other slopes: 3.2e-08 hartree/rad
  lowest Hessian eigenvalue at ROHF 0.572749 hartree/rad^2
  lowest Hessian eigenvalue at UHF 0.598057 hartree/rad^2
  quadratic estimate of lowering 3.1996 millihartree
  true ROHF-UHF lowering 3.1946 millihartree
  true lowering converted 86.93 meV
  estimate / true lowering 1.0016
  <S^2> excess, second-order law at Newton step 0.012071
  <S^2> excess, UHF 0.011992
  spin density, ROHF: C 0.00000, H 0.00000 bohr^-3
  spin density, Newton step: C 0.25017, H -0.03357 bohr^-3
  spin density, UHF: C 0.24950, H -0.03349 bohr^-3
  downhill angle -0.001 rad: energy change +99.023 microhartree
  downhill angle +0.001 rad: energy change -95.899 microhartree
  downhill angle +0.002 rad: energy change -188.673 microhartree
Li, STO-3G: norm of K 0.000000 hartree
  lowest Hessian eigenvalue at ROHF 0.170015 hartree/rad^2
  ROHF-UHF lowering 0.000 microhartree
Li, 6-31G: norm of K 0.001993 hartree
  lowest Hessian eigenvalue at ROHF 0.141899 hartree/rad^2
  ROHF-UHF lowering 0.821 microhartree
H2, 6-31G, distance 4.0 bohr: RHF energy -0.90055091 hartree
  UHF gradient norm at RHF 6.1e-12 hartree/rad
  lowest Hessian eigenvalue at RHF -0.525271 hartree/rad^2
  UHF energy from RHF density -0.90055091 hartree
  UHF energy from polarized start -0.99955069 hartree
  unstable-mode angle -0.01 rad: energy change -26.261 microhartree
  unstable-mode angle +0.01 rad: energy change -26.261 microhartree
done: every assertion held
```
